Singlet–triplet hyperfine mixing in ³He and the squared charge radius difference

Second-order hyperfine mixing of 2³S and 2¹S in ³He and the squared radius difference

1. The failure

The line 2³S → 2¹S of helium depends on the mean square charge radius r² of the nucleus through a term K r². One would like to measure it in ³He and ⁴He, subtract the nuclear-mass terms, divide by K and obtain δr² = r²(³He) − r²(⁴He). For a true value of 1×10⁻¹⁰ Å², the rough measured size, this recipe returns 0.62×10⁻¹⁰ Å² in the model below. The helion has spin I = 1/2 and the α particle has I = 0, so only in ³He does the hyperfine interaction couple 2³S to 2¹S and push them apart. Averaging over hyperfine components cancels the first-order shift and leaves this second-order one.

The algebra is in atomic units with Gaussian fields, so μ_B = α/2. The wave functions are nonrelativistic, with Z = 2 and a point nucleus of infinite mass. E_S and E_T are the energies of 2¹S and 2³S, Δ = E_S − E_T, and δᵢ = δ³(rᵢ).

2. The contact interaction

Smear the nuclear moment μ spherically, with a fraction Q(r) inside radius r. The vector potential is μ crossed with the electrostatic field of a unit charge of that shape, so Gauss's law gives A = g(r) μ×r with g = Q/r³. With ∇×(μ×r) = 2μ and the double cross product,

B = 2gμ + (g′/r)[μ r² − r(r·μ)].

The angular average of r(r·μ) is μr²/3, so the average field is μ(2g + (2/3) r g′) = (2/3)μ r⁻² d(r³g)/dr. It vanishes outside the nucleus, where r³g = 1, and

∫B d³r = (8π/3) μ [r³g] from 0 to ∞ = (8π/3) μ.

For a small nucleus the scalar part of B is thus (8π/3)μ δ³(r). The remainder is a spatial tensor of rank 2, and the orbital coupling is of rank 1; both vanish between states with L = 0. With the electron moment −g_e μ_B s (g_e > 0), the nuclear moment g_h μ_B (m/m_p) I and the energy −μ_e·B,

H = C (s₁·I δ₁ + s₂·I δ₂),

C = (8π/3)(α²/4) g_e g_h m/m_p = (2π/3) α² g_e g_h m/m_p.

Since g_h < 0, C < 0. Write s₁ = [S + (s₁−s₂)]/2 and s₂ = [S − (s₁−s₂)]/2:

H = (C/2)(δ₁+δ₂) S·I + (C/2)(δ₁−δ₂)(s₁−s₂)·I.

The first term keeps the electron spin S. The second is odd under spatial exchange and odd under spin exchange, so it connects only singlets with triplets. Both are scalars under joint rotation of the spins and conserve F = S + I.

3. First order

Let ρ = ⟨δ₁+δ₂⟩, with values ρ_S and ρ_T. The singlet has no diagonal element: S = 0 removes the first term and exchange symmetry the second. In the triplet the energy is A S·I with A = Cρ_T/2, and S·I = [F(F+1) − 2 − 3/4]/2 is 1/2 for F = 3/2 and −1 for F = 1/2. The shifts are A/2 and −A, so F = 1/2 lies higher by

ν = (3/2)|A| = (3/4)|C|ρ_T.

The centroid with weights 2F+1 is (4·A/2 − 2A)/6 = 0.

4. The off-diagonal element

Apply (s₁−s₂)·I to the singlet times a nuclear spin state. The result is a triplet by exchange symmetry and has F = 1/2 by conservation, so it is a multiple of the one triplet state with F = 1/2 and the same projection; the square of the spin matrix element is its squared norm. The singlet is rotationally invariant, so ⟨(s₁−s₂)_a(s₁−s₂)_b⟩ = c δ_ab. The trace is 2s₁² + 2s₂² − S² = 3, so c = 1, and the squared norm is Σ_a I_a I_a = I(I+1) = 3/4. With D = ⟨2¹S|δ₁−δ₂|2³S⟩,

M² = (C D/2)² (3/4) = (3/16) C²D².

The level F = 3/2 has no singlet partner and stays at A/2.

5. Expansion of the two-level problem

Measured from E_T, the F = 1/2 block has diagonal elements −A and Δ and off-diagonal element M. With G = Δ + A, the secular equation (λ + A)(λ − Δ) = M² gives

λ± = (Δ − A)/2 ± (G/2) √(1 + 4M²/G²).

Use √(1+x) = 1 + x/2 − x²/8 + … with x = 4M²/G²:

λ₊ = Δ + δ′,  λ₋ = −A − δ′,  δ′ = M²/G − M⁴/G³ + …

Expanding 1/G = (1/Δ)(1 − A/Δ + A²/Δ² − …),

δ′ = δ [1 − A/Δ + (A² − M²)/Δ² + …],

δ = M²/Δ = (3/16) C²D²/Δ.

The first correction in powers of C is −A/Δ = +|A|/Δ relative to δ. It is positive because the triplet level F = 1/2 has been raised toward the singlet. Eliminating C through C² = 16ν²/(9ρ_T²) gives δ = (ν²/3Δ)(D/ρ_T)², a form in which any factor that merely rescales C is absorbed in ν. As a power series in C the expansion converges only while A² + 4M² < Δ², because the square root has branch points where (Δ + A)² + 4M² = 0; for the ratio of M to A found below this limit is M ≈ 0.42Δ. In a quantum-defect model, E = −1/[2(n−η)²] measured from the energy of the ion, Δ ≈ (η_T − η_S)/n³ falls with n while the core part of M does not depend on n, so at high n the square root must be kept.

What must be removed depends on how the splitting is eliminated. The centroid of the actual triplet levels is [4·A/2 + 2(−A − δ)]/6 = −δ/3 and the singlet moves by +δ, so the centroid line moves by

δ − (−δ/3) = 4δ/3.

The same results from the F = 3/2 line and the observed splitting −3A/2 − δ, since A/2 + (−3A/2 − δ)/3 = −δ/3. If instead the F = 3/2 level is corrected by a first-order A/2, only the singlet shift δ remains.

6. The size coefficient and the bias

Let δV be the potential of the extended nucleus, with unit-normalized charge density ρ_N, minus that of the point. Poisson's equation gives ∇²δV = 4πZ(ρ_N − δ³). Since ∇²r² = 6 and δV vanishes outside the nucleus, two integrations by parts give

∫δV d³r = (1/6)∫ r² ∇²δV d³r = (2π/3) Z r².

For a wave function constant across the nucleus a level moves by (2π/3)Zρr², so

K = (2π/3) Z (ρ_S − ρ_T).

With K common to both isotopes at leading order in m/M_N (M_N is the nuclear mass) and the mass terms taken as exactly subtracted, the residual shift ³He minus ⁴He of the centroid line is

Σ = K δr² + 4δ/3,  so  Σ/K = δr² + (4δ/3)/K.

The case without electron repulsion shows why the last term is large. There ψ± = [1s(1)2s(2) ± 2s(1)1s(2)]/√2, and cross terms drop because ⟨1s|2s⟩ = 0. With |1s(0)|² = Z³/π and |2s(0)|² = Z³/8π, ⟨ψ₊|δ₁|ψ₋⟩ = (Z³/π − Z³/8π)/2 and δ₂ gives the opposite sign, so D = 7/π, while ρ_S = ρ_T = 9/π and K = 0. The 1s core enters D in full and cancels in K. In addition δ, formally of order C² ~ α⁴(m/M_N)² hartree, that is mc²α⁶(m/M_N)², is divided by a gap small on the hartree scale: 27.21/0.796 ≈ 34.

7. Helium wave functions

S states depend on r₁, r₂, r₁₂. The orientation gives 4π·2π and sinθ dθ = r₁₂dr₁₂/(r₁r₂), so the volume element is 8π²r₁r₂r₁₂ dr₁dr₂dr₁₂. The perimetric coordinates u = r₂+r₁₂−r₁, v = r₁+r₁₂−r₂, w = r₁+r₂−r₁₂ each run from 0 to ∞ by the triangle inequalities. From r₁ = (v+w)/2, r₂ = (u+w)/2, r₁₂ = (u+v)/2 the Jacobian is 2/8 = 1/4. The Hamiltonian with V = −Z/r₁ − Z/r₂ + 1/r₁₂ was diagonalized in the basis L_l(bu) L_m(av) L_n((a+b)w) exp(−ar₁−br₂) ± (1↔2), with Laguerre polynomials, l+m+n ≤ 12 (455 functions), a = 3.779 Å⁻¹ and b = 1.134 Å⁻¹, using Gaussian quadrature.

Exchange symmetry gives ρ = 2⟨δ₁⟩ and D = 2⟨2¹S|δ₁|2³S⟩. These were taken from the Drachman identity. For real eigenfunctions φ, ψ and ∇² = ∇₁² + ∇₂², start from ∇²(1/r₁) = −4πδ₁, move ∇² onto φψ by parts, and insert ∇²ψ = 2(V − E_ψ)ψ and likewise for φ:

−4π⟨φ|δ₁|ψ⟩ = ∫ r₁⁻¹ [φ∇²ψ + ψ∇²φ + 2Σ_s ∇_sφ·∇_sψ],

4π⟨φ|δ₁|ψ⟩ = 2⟨φ|(E_φ + E_ψ − 2V)/r₁|ψ⟩ − 2Σ_s ⟨∇_sφ|r₁⁻¹|∇_sψ⟩.

The results are Δ = 0.7961 eV, ρ_S = 17.6733 Å⁻³, ρ_T = 17.8204 Å⁻³ and |D| = 15.646 Å⁻³. Lowering the degree to 10 changes Δ from 0.79609 to 0.79613 eV and ρ_S − ρ_T from −0.1471 to −0.1472 Å⁻³. The small difference is thus not converged in its last digit: near the basis limit Δ = 0.79608 eV, ρ_S = 17.6734 Å⁻³ and ρ_S − ρ_T = −0.1470 Å⁻³, a further shift of 0.05%, while ρ_T and |D| keep the digits shown.

8. Numbers

An atomic unit of C is one hartree times bohr³:

C = (2π/3)(0.00729735)²(2.00232)(−4.25525)(0.000544617) × 27.2114 × (0.529177)³ = −2.0869×10⁻⁶ eV Å³.

Then A = Cρ_T/2 = −1.859×10⁻⁵ eV and ν = 2.789×10⁻⁵ eV. The crudest estimate keeps only the core, D ≈ Z³/π = 17.18 Å⁻³, and gives (3/16)(2.0869×10⁻⁶ × 17.18)²/0.7961 = 3.03×10⁻¹⁰ eV. The computed |D| is 0.9105 of the core value, between the value 7/8 without repulsion and 1. The excess of ρ_T over the core value is only 0.64 Å⁻³, so in an orbital picture subtraction of the outer density does not account for the whole deficit of 1.54 Å⁻³; imperfect overlap of the singlet and triplet outer orbitals and the 1s component of the singlet outer orbital, which need not be orthogonal to the core, both enter D as well, and their shares are not computed here. With the computed D,

M = (√3/4)(2.0869×10⁻⁶)(15.646) = 1.4138×10⁻⁵ eV,

δ = (1.4138×10⁻⁵)²/0.7961 = 2.511×10⁻¹⁰ eV = 60.7 kHz,

4δ/3 = 3.348×10⁻¹⁰ eV = 81 kHz.

The mixing amplitude is M/Δ = 1.78×10⁻⁵, and the first correction is +2.3×10⁻⁵ relative to δ. For K the unit is hartree times bohr once ρ is in Å⁻³:

K = (4π/3)(27.2114)(0.529177)(−0.1471) = −8.87 eV/Å² = −214.5 kHz/fm².

The bias for the centroid line is 3.348×10⁻¹⁰/(−8.873) = −3.77×10⁻¹¹ Å² = −0.377 fm², and −2.83×10⁻¹¹ Å² for the F = 3/2 line corrected in first order. It is negative because K < 0 while the repulsion lengthens the interval. For the rough δr² = 1×10⁻¹⁰ Å² the size signal is −8.873×10⁻¹⁰ eV, Σ = (−8.873 + 3.348)×10⁻¹⁰ = −5.525×10⁻¹⁰ eV, and Σ/K = 0.62×10⁻¹⁰ Å², low by 38% of the input. The bias itself does not depend on δr².

The fourth digit of K is a basis effect: the converged density difference gives K = −8.869 eV/Å² in place of −8.873 and moves the centroid bias from −0.3773 to −0.3775 fm². The fourth digit of δ belongs to the model, not to the atom: finite nuclear mass reaches it, and so can relativistic corrections of relative order (Zα)² ≈ 2×10⁻⁴. For K the relativistic correction is larger, because the Dirac density of an s electron goes as r^(2γ−2) near the nucleus, with γ = √(1 − (Zα)²) and 2γ − 2 ≈ −(Zα)². At a nuclear radius r_N of about 2 fm this raises |K| by a relative (Zα)² ln(a₀/2Zr_N) ≈ 2×10⁻³ (a₀ is the bohr), which reaches the third digit of K and of the bias. The remaining relativistic terms and mass polarization are not estimated here. Reduced-mass scaling makes D go as the cube and Δ as the first power of the reduced mass, so δ goes as the fifth power; with M_N roughly 3m_p the change is 5 × 0.00054/3 ≈ 10⁻³ relative to δ.

9. States outside the two-level block

The spin factors carry over, with D_n and ρ₂ₙ the matrix elements of δ₁−δ₂ and δ₁+δ₂ to state n. A state n³S moves the singlet by (3/16)C²D_n²/(E_S − E_n). A state n¹S moves only F = 1/2, weight 2/6, so the triplet centroid moves by (1/16)C²D_n²/(E_T − E_n). A state n³S couples to 2³S through (Cρ₂ₙ/2) S·I; the weighted mean of (S·I)² is (4·1/4 + 2·1)/6 = 1/2, which gives C²ρ₂ₙ²/[8(E_T − E_n)]. Triplet shifts enter the line with a minus sign.

With the neighbouring roots of the same basis and δ₁ integrated directly at r₁ = 0, the line shifts are −4.6×10⁻¹² eV (3³S pushes the singlet down), −6.2×10⁻¹³ eV (1¹S pushes the triplet up), +2.7×10⁻¹³ eV (3¹S pushes it down) and +1.9×10⁻¹⁴ eV (3³S on 2³S). The sum, −5×10⁻¹² eV, is −1.5% of 4δ/3, or +5.6×10⁻¹³ Å² in δr². These terms are of the same order C² as δ. Their sum, dominated by 3³S on 2¹S, exceeds the third-order correction to the line, (4δ/3)|A|/Δ ≈ 7.8×10⁻¹⁵ eV, by more than two powers of ten, so it matters numerically long before that correction does.

This partial sum is a scale, and neither the value of the remainder nor a bound on it. Higher S states, the continuum, and the rank-1 and rank-2 couplings to states with L > 0 are omitted, and the complete sum does not exist for a point contact. For an intermediate electron of large momentum k the matrix element of δᵢ tends to a constant and the denominator to k²/2, so ∫k²dk/k² diverges linearly. The spin factor is (s·I)² = 3/16 − s·I/2, as the eigenvalues 1/4 and −3/4 of s·I show, and s·I averages to zero in the singlet and in the centroid. The divergent part of the line shift is therefore proportional to ρ_S − ρ_T, the same combination as in K. Its coefficient is not fixed by the contact term alone: it requires the omitted L > 0 couplings, the term quadratic in the vector potential, and relativistic and nuclear-structure physics. It carries no 1/Δ enhancement. The figure −0.377 fm² is the 2S–2S term alone; an extraction that aims at the size of the neighbour sum, 5.6×10⁻¹³ Å², or finer needs the rest, and because the rest is not bounded here it may matter at a coarser aim too.
